# Dirac crossings on rotation axes and the eigenvalue pairs of doublets, part 2

Two bands of a crystal with spin-orbit coupling meet on a rotation axis. When does symmetry protect the crossing? The electrons are independent, and the crystal is symmorphic, with inversion $P$, time reversal $T$ and a rotation $C_n$ about $z$ ($n=2,3,4,6$). $R$ is the spatial rotation by $2\pi/n$, and $\sigma_x,\sigma_y,\sigma_z$ act on spin. The "axis" is a line of wave vectors $\mathbf k$ with variable $k_z$ that $C_n$ maps to itself, up to a reciprocal lattice vector.

The antiunitary product $\Theta=PT$ has $\Theta^2=-1$ and keeps $\mathbf k$, so every band is at least a doublet. On the axis its states have $C_n$ eigenvalues $\lambda$ and $\lambda^*$, with

$$\lambda=e^{-2\pi i j/n},\qquad j=\pm\tfrac12,\pm\tfrac32,\dots$$

Here $j$ is conserved modulo $n$, and $|j|\le n/2$ labels the doublet. For doublets $a,\Theta a$ and $b,\Theta b$ with energies $E_a,E_b$, Hamiltonian $H$ and couplings $\alpha=\langle a|H|b\rangle$, $\beta=\langle a|H|\Theta b\rangle$, the splitting is

$$S=\sqrt{(E_a-E_b)^2+4|\alpha|^2+4|\beta|^2}.$$

On the axis $\alpha=\beta=0$ if the values of $|j|$ differ. A crossing at $k_z=k_0$ then needs only $E_a=E_b$, and a sign change of $E_a-E_b$ between two points of the axis forces one. On the axis through the zone centre, inversion supplies another at $-k_0$. If the values of $|j|$ agree, at least $\alpha$ is allowed, and a crossing needs tuning. A $C_2$ axis has only $|j|=\tfrac12$. In a nonsymmorphic crystal, however, $C_2$ can anticommute with $PT$ on a zone-boundary line, giving doublets $\{i,i\}$ and $\{-i,-i\}$ that may cross.

The "random models" have ten bands and random hoppings that respect $C_n$, $P$ and $T$, with 16 models for each $n$. A gap below $10^{-6}$ in their energy unit counted as a crossing.

Q: Off the axis the rotation no longer fixes $\mathbf k$. Do the bands really separate there, and linearly, as the name Dirac suggests?

A: They separate, but the power depends on the pairs. Let $\mathbf q$ be the in-plane distance from the axis, at $k_z=k_0$. Rotating a state rotates its wave vector, so $C_nH(\mathbf q)C_n^\dagger=H(R\mathbf q)$. Take matrix elements between states with angular momenta $j_u$ and $j_v$:

$$e^{-2\pi i(j_u-j_v)/n}\,H_{uv}(\mathbf q)=H_{uv}(R\mathbf q).$$

Write $q_\pm=q_x\pm iq_y$. Under the rotation $q_\pm\to e^{\pm2\pi i/n}q_\pm$, so a term $q_+^rq_-^s$ gains the factor $e^{2\pi i(r-s)/n}$. It is allowed if

$$r-s=j_v-j_u\quad\text{modulo }n .$$

The lowest power is the smallest value of $|j_u-j_v|$ modulo $n$. Each doublet contains both signs of $j$, so we compare $|j_a-j_b|$ with $|j_a+j_b|$ and take the smaller result.

For $|j|=\tfrac12$ and $\tfrac32$ the difference is 1, and the coupling starts linearly for $n=3,4,6$. The same holds for $\tfrac32$ and $\tfrac52$ on a sixfold axis. For $\tfrac12$ and $\tfrac52$ on a sixfold axis the two candidates are 2 and 3, so the coupling starts quadratically.

Q: There is also $E_a-E_b$ in the splitting. Could it hide a different power?

A: It needs $r-s=0$ modulo $n$, which no linear term satisfies. It therefore begins at second order in $\mathbf q$. A linear coupling dominates it at small $q$, and a quadratic coupling competes with it at the same order, so the power of $S$ is the one just found. In the random models the median fitted power was 1.000 for all the linear cases and 2.000 for the $\tfrac12$–$\tfrac52$ case. That sixfold crossing is still linear along the axis, but it is not a Dirac cone in all three directions.

Q: Which perturbations do open a gap?

A: Among small perturbations, only those that remove one of the symmetries used can do so, and not all of them do. The lattice translations count among these symmetries. A weak modulation along $z$ with wave vector near $2k_0$ keeps $C_n$, $P$ and $T$ but couples the zeros at $\pm k_0$. In the model worked out below, an on-site potential $V\cos(4\pi l/5)$ on layer $l$ with $V=10$ meV splits the levels on the axis by about 6 meV. Suppose a distortion keeps $P$ and $T$ but reduces the rotation from $C_n$ to $C_n^m$, with $m$ a divisor of $n$. The eigenvalue becomes $\lambda^m=e^{-2\pi ij/(n/m)}$, so $j$ is now conserved only modulo $n/m$. From $C_4$ to $C_2$ this means modulo 2, and $\tfrac32$ becomes equivalent to $-\tfrac12$. The two kinds of doublet become one kind, and $\alpha$ is allowed. From $C_6$ to $C_3$, $\tfrac52$ becomes equivalent to $-\tfrac12$, so the quadratic crossing may open, while the crossings with $|j|=\tfrac32$ stay protected. From $C_6$ to $C_2$ all three kinds merge.

If instead $\Theta$ is lost and $C_n$ kept, the two members of a doublet need not have equal energies. Without further symmetry the fourfold point then generally comes apart, although single levels with different $\lambda$ may still cross. A mirror containing the axis maps $\lambda$ to $\lambda^*$ and so keeps every complex pair degenerate. For $n=4$ or $6$ with such mirrors, as in a polar crystal, the point can therefore stay fourfold without inversion.

Q: I would like to see one axis with both a permitted and a forbidden crossing, with numbers.

A: Consider a tetragonal lattice with one site per cell, lattice constants $a=0.40$ nm and $c=0.50$ nm, and the orbitals $s$, $p_x$, $p_y$. The parameters are round numbers and stand for no named material. On the axis $k_x=k_y=0$ the orbital energies are

$$\varepsilon_s=e_s+2t_s\cos\kappa,\qquad \varepsilon_p=e_p+2t_p\cos\kappa,\qquad \kappa=k_zc,$$

with $e_s=0.30$, $e_p=0$, $t_s=-0.30$ and $t_p=0.10$ eV. Off the axis each gains $2t^\perp(\cos k_xa+\cos k_ya-2)$, with $t^\perp=-0.20$ eV for $s$ and $0.05$ eV for both $p$ orbitals.

Spin-orbit coupling within the $p$ shell is $\tfrac12\xi L_z\sigma_z$ with $\xi=0.20$ eV. It is diagonal in $p_\pm=(p_x\pm ip_y)/\sqrt2$, for which $L_z=\pm1$. A second spin-dependent term couples $s$ and $p$ along $z$:

$$\frac{W}{\sqrt2}\sin\kappa\,\bigl(|s\rangle\langle p_y|\,\sigma_x-|s\rangle\langle p_x|\,\sigma_y\bigr)+\text{h.c.},\qquad W=0.10\ \text{eV}.$$

Its symmetry can be checked by inspection. Inversion changes the sign of the $p$ orbitals and of $\sin\kappa$. Time reversal changes the sign of the spin and of $\sin\kappa$. The combination in brackets is the $z$ component of a cross product, which a rotation about $z$ leaves alone.

Q: Which of the six states belong together?

A: Adding orbital and spin angular momentum, $s{\uparrow}$ has $j=\tfrac12$, $p_+{\downarrow}$ has $1-\tfrac12=\tfrac12$, and $p_+{\uparrow}$ has $\tfrac32$. The partners have the opposite signs. So there are two doublets with $|j|=\tfrac12$ and one with $|j|=\tfrac32$.

The coupling must join the two states with $j=\tfrac12$. With $(\sigma_x)_{\uparrow\downarrow}=1$ and $(\sigma_y)_{\uparrow\downarrow}=-i$, the row of $s{\uparrow}$ contains

$$\frac{W}{\sqrt2}\sin\kappa\,\bigl(\langle p_y|+i\langle p_x|\bigr)=iW\sin\kappa\,\frac{\langle p_x|-i\langle p_y|}{\sqrt2}=iW\sin\kappa\,\langle p_+|$$

acting on spin down. In the basis $s{\uparrow},p_+{\downarrow}$ we therefore have

$$h=\begin{pmatrix}\varepsilon_s&iW\sin\kappa\\-iW\sin\kappa&\varepsilon_p-\xi/2\end{pmatrix},$$

while $p_+{\uparrow}$ stands alone at $E_{3/2}=\varepsilon_p+\xi/2$.

At $\kappa=0$, $\varepsilon_s=-0.30$ eV and $\varepsilon_p=0.20$ eV. The levels are $-0.30$ and $0.10$ eV for $|j|=\tfrac12$, and $0.30$ eV for $|j|=\tfrac32$. At $\kappa=\pi$, $\varepsilon_s=0.90$ eV and $\varepsilon_p=-0.20$ eV. The $|j|=\tfrac12$ levels are then $-0.30$ and $0.90$ eV, and the $|j|=\tfrac32$ level is $-0.10$ eV. The upper $|j|=\tfrac12$ doublet starts below the $|j|=\tfrac32$ doublet and ends above it. They have to cross.

Q: Where? The upper $|j|=\tfrac12$ band is itself a mixture.

A: We need $E_{3/2}$ to be an eigenvalue of $h$. Insert it in the determinant condition. The second diagonal factor is $\varepsilon_p-\xi/2-E_{3/2}=-\xi$, so

$$-\xi\left(\varepsilon_s-\varepsilon_p-\tfrac{\xi}{2}\right)-W^2\sin^2\kappa=0 .$$

Divide by $-\xi$, set $x=\cos\kappa$ and define $B=2(t_p-t_s)=0.80$ eV. Since $\varepsilon_s-\varepsilon_p=e_s-e_p-Bx$, this becomes

$$e_s-e_p-\tfrac{\xi}{2}-Bx+\frac{W^2}{\xi}(1-x^2)=0 .$$

With $W^2/\xi=0.05$ eV the equation in eV is $0.20-0.80x+0.05(1-x^2)=0$, or $0.05x^2+0.80x-0.25=0$. Its root between $-1$ and $1$ is

$$x=\frac{-0.80+\sqrt{0.64+0.05}}{0.10}=0.3066 .$$

This gives $k_0=0.4008\,\pi/c=2.518\ \text{nm}^{-1}$ and the energy $0.20\times0.3066+0.10=0.1613$ eV. It is the upper eigenvalue of $h$, because the lower one cannot exceed $\varepsilon_p-\xi/2$, which lies below $E_{3/2}$. A search for gap minima of the full six-band matrix found the same point, with a splitting below $10^{-7}$ eV.

Q: Now the one that fails to cross.

A: The two $|j|=\tfrac12$ doublets would cross at $x=0.5$ if $W$ were zero. Their actual splitting follows from the eigenvalues of $h$. With $A=e_s-e_p+\xi/2=0.40$ eV,

$$G^2=(A-Bx)^2+4W^2(1-x^2).$$

Set the derivative with respect to $x$ to zero: $-2B(A-Bx)-8W^2x=0$, so $x=AB/(B^2-4W^2)$. Here this is $0.32/0.60=0.533$. It is a minimum because $B^2>4W^2$. Expanding $G^2$ and inserting this $x$ gives

$$G_{\min}^2=A^2+4W^2-\frac{A^2B^2}{B^2-4W^2}=4W^2\left(1-\frac{A^2}{B^2-4W^2}\right).$$

Numerically $G_{\min}=0.20\sqrt{1-0.16/0.60}=0.171$ eV, at $k_z=0.321\,\pi/c$. Diagonalization agrees. On the same axis of the same crystal, bands with equal pairs stay at least 0.171 eV apart and bands with different pairs meet.

Q: What does the cone look like near the crossing?

A: We need the composition of the $|j|=\tfrac12$ state there. The second row of the eigenvalue equation reads $-iW\sin\kappa\,u_s-\xi u_p=0$, where $u_s$ and $u_p$ are its amplitudes. Let $c_s$ and $c_p$ be their moduli. Then

$$\frac{c_p}{c_s}=\frac{W\sin\kappa}{\xi}=\frac{0.0952}{0.20}=0.476,$$

and normalization gives $c_s=0.903$ and $c_p=0.430$.

Along the axis, the slope of each level is the expectation value of the derivative of the Hamiltonian. The phase $u_p=-i(W\sin\kappa/\xi)u_s$ makes the mixing contribution positive, and

$$\frac{d(E_{1/2}-E_{3/2})}{d\kappa}=c_s^2\varepsilon_s'+(c_p^2-1)\varepsilon_p'+2c_sc_pW\cos\kappa .$$

Here a prime is $d/d\kappa$. Since $c_p^2-1=-c_s^2$ and $\varepsilon_s'-\varepsilon_p'=B\sin\kappa$, this equals $c_s^2B\sin\kappa+2c_sc_pW\cos\kappa=0.621+0.024=0.645$ eV. Multiplying by $c$ gives a splitting slope of 0.322 eV nm.

Across the axis, the in-plane hopping contributes $2it_{sp}\sin(k_xa)\,|s\rangle\langle p_x|$, the same with $y$, and their conjugates, with $t_{sp}=0.15$ eV. Projected on $p_+$ this is

$$\langle s{\uparrow}|H|p_+{\uparrow}\rangle=\sqrt2\,i\,t_{sp}\,a\,(q_x+iq_y)$$

to first order. It is proportional to $q_+$, as the rule $r-s=\tfrac32-\tfrac12=1$ requires. The $p_+{\downarrow}$ part does not contribute, because this hopping joins $p$ orbitals only to $s$. The hopping also keeps spin, so $s{\uparrow}$ is not coupled to the partner $p_-{\downarrow}$, and $\beta=0$ to this order. So $|\alpha|=c_s\sqrt2\,t_{sp}aq$, and the splitting is

$$2|\alpha|=2\sqrt2\,t_{sp}\,a\,c_s\,q=(0.153\ \text{eV nm})\,q .$$

Finite differences of the diagonalized levels agree with both slopes to within one part in a thousand. These are slopes of the splitting between the bands. The velocity of one band also contains the slope of the mean energy.

Q: Now damage the fourfold axis and keep everything else.

A: Add $\delta\,(|p_x\rangle\langle p_x|-|p_y\rangle\langle p_y|)$, one of the terms a strain along $x$ would produce. It respects $P$, $T$ and $C_2$ but not $C_4$. It turns $(p_x+ip_y)/\sqrt2$ into $\delta(p_x-ip_y)/\sqrt2$, that is $p_+$ into $\delta p_-$, without touching spin. The state $p_+{\uparrow}$, with $j=\tfrac32$, is thereby coupled to $p_-{\uparrow}$, with $j=-\tfrac12$. These are the values that became equivalent modulo 2.

The partner of our $|j|=\tfrac12$ state contains $p_-{\uparrow}$ with an amplitude of modulus $c_p$, so the coupling has magnitude $\delta c_p$. The splitting is smallest where the diagonal energies agree, and to leading order in $\delta$ the gap is

$$S_{\min}=2\delta c_p .$$

For $\delta=0.020$ eV this is 17.2 meV, while diagonalization gives 17.0 meV, a difference of about 1% of the diagonalized gap. For $\delta=0.002$ eV both give 1.72 meV. This is the gap from the $\delta$ term alone. A strain would also make the two parts of the $W$ term unequal, which couples $s{\uparrow}$ to $p_-{\downarrow}$. Raising $W$ by 5 meV in one part and lowering it by 5 meV in the other changes the gap at $\delta=0.020$ eV to 8.4 or 25.6 meV, depending on the sign.

Q: The gap contains $c_p$, which is proportional to $W$ when $W$ is small. If $W$ vanished, would the twofold axis protect the crossing after all?

A: In this model the crossing would remain, but $C_2$ would not be the reason. With $W=0$ the $s$ orbital is decoupled from the $p$ orbitals everywhere on the axis. That is an extra property of the chosen Hamiltonian, and the assumed symmetries do not demand it. A permitted coupling between $s$ and $p$, such as $W$, makes the gap possible. Symmetry says whether a gap is allowed, and the matrix elements say how large it is.

Q: How much of this should I carry over to a real crystal?

A: The pair argument carries over wherever its assumptions hold; the numbers do not. The model leaves out $p_z$ and all further orbitals, longer hops, electron interaction and lattice vibrations. Additional orbitals and hops that respect $C_4$, $P$ and $T$ would move the crossing and change the slopes. A crossing must remain as long as the number of $|j|=\tfrac12$ doublets below the $|j|=\tfrac32$ doublet, counted over all orbitals, differs between the two ends of the axis. An added doublet can equalize that count. A $p_z$ level $0.20+0.60\cos\kappa$ eV lies above the $|j|=\tfrac32$ level at $\kappa=0$ and below it at $\kappa=\pi$. With an $s$–$p_z$ hop $2i(0.30\ \text{eV})\sin\kappa$ no crossing is left on the axis, although the three original doublets keep their energies at both ends. A strain or a structural transition that lowers the axis to $C_2$ does allow a gap, whereas a small strain that keeps $C_4$, $P$ and $T$ moves the crossing without opening it. In this model, shifting $p_x$ up and $p_y$ down by 20 meV each gives a gap of about 17 meV. Whether the crossing lies at the Fermi energy is a separate question, which depends on the filling and on the bands in the whole zone. The complete numerical output follows this text.

## Calculated quantities

```
PAIRS |j| OF THE DOUBLETS, eigenvalues exp(-+2 pi i j/n)
C2: 1 pair(s), |j| = 0.5
C3: 2 pair(s), |j| = 0.5 1.5
C4: 2 pair(s), |j| = 0.5 1.5
C6: 3 pair(s), |j| = 0.5 1.5 2.5
REAL PARAMETERS OF H FOR TWO DOUBLETS (conditions = number - 1)
C2, same pair {i,-i}: 4
C3, both {-1,-1}: 6
C3, different pairs: 2
C4, different pairs: 2
C2 anticommuting with PT, {i,i},{-i,-i}: 2
RANDOM MODELS, 10 bands, 16 models per axis type
C2: 194 gap minima and end points, 0 crossings
C2: smallest gap found = 1.43e-02 (model units)
C3: 217 gap minima and end points, 52 crossings
  |j| = 0.5 and 1.5: 52 crossings, in-plane power 1.000
C4: 205 gap minima and end points, 46 crossings
  |j| = 0.5 and 1.5: 46 crossings, in-plane power 1.000
C6: 210 gap minima and end points, 72 crossings
  |j| = 0.5 and 1.5: 37 crossings, in-plane power 1.000
  |j| = 0.5 and 2.5: 20 crossings, in-plane power 2.000
  |j| = 1.5 and 2.5: 15 crossings, in-plane power 1.000
EXAMPLE INPUTS
a = 0.40 nm, c = 0.50 nm
e_s = 0.30, e_p = 0.00, t_s = -0.30, t_p = 0.10 eV
in-plane t_s = -0.20, t_p = 0.05, t_sp = 0.15 eV
spin-orbit = 0.20, W = 0.10, strain delta = 0.02 eV
EXAMPLE RESULTS
kz = 0: -0.300 eV (|j|=0.5), 0.100 eV (|j|=0.5), 0.300 eV (|j|=1.5)
kz = pi/c: -0.300 eV (|j|=0.5), -0.100 eV (|j|=1.5), 0.900 eV (|j|=0.5)
crossing: cos(kz c) = 0.3066, kz = 0.4008 pi/c = 2.518 1/nm
crossing energy = 0.1613 eV
avoided crossing of equal pairs: gap = 0.1713 eV at kz = 0.3209 pi/c
|j|=1/2 state at crossing: c_s = 0.9030, c_p = 0.4297
splitting slope along z = 0.3223 eV nm, along x = 0.1532 eV nm
strain 0.002 eV (C4 to C2): gap = 1.7188 meV, leading order 1.7189 meV
strain 0.020 eV (C4 to C2): gap = 17.0270 meV, leading order 17.1892 meV
```
